\section*{Lateral Profile of Interface Damage from Charge Pumping with Drain Bias}

\section{A peak in the wrong place}

In a reduced surface model of a silicon transistor, whose limits are discussed in the last section, extra interface states are placed in a Gaussian peak of $5.0\times10^{15}\ \mathrm{m^{-2}}$, centred 112 nm from the drain junction. Its charge-pumping current is computed as a function of drain bias. If the bias is turned into position with the one-dimensional junction depletion width, the current gives a peak of $2.4\times10^{15}\ \mathrm{m^{-2}}$ at 218 nm. The same current, read with the theorem below, gives $4.6\times10^{15}\ \mathrm{m^{-2}}$ at 111 nm. What has to be explained is how fast the pumping edge moves with bias, and why a small deficit in height remains.

\section{Setting and assumptions}

The transistor is n-channel, with gate width $W$ and with source and body grounded. The drain is at $V\ge0$. The gate is pulsed at frequency $f$ between a high level, which inverts the surface, and a low level, which lasts a time $t_L$ per cycle. The coordinate $y$ runs from the drain junction into the channel. $N(y)$ is the number of pumped interface states per area, $\Delta$ means stressed minus fresh, and $I>0$ is the hole current supplied by the body contact. The assumptions are these.

\begin{enumerate}
\item[A1.] The high level inverts the whole surface, also at the drain bias used, and fills every state with an electron. Gate transitions are short.
\item[A2.] In the low phase holes are in equilibrium with the body, and emission from the states is negligible. Electrons are neglected, also in the space charge next to the drain, where this is an idealization discussed after Lemma 3.
\item[A3.] The low level is the flat-band voltage of the fresh device. The surface potential $\psi$ is measured from its value deep in the channel, and $\psi=\psi_D=V_{\rm bi}+V$ at $y=0$, where $V_{\rm bi}$ is the built-in potential.
\item[A4.] Potential and hole density are uniform over a surface layer of fixed height $X$, with no vertical field at its bottom.
\item[A5.] Stress leaves $\psi(y)$ unchanged in the low phase, and $\Delta N$ vanishes deep in the channel.
\item[A6.] Junction leakage, impact ionization and channel electrons that recombine in the body are absent or have been subtracted. The source side contributes a current that is independent of $V$ and unchanged by stress.
\end{enumerate}

Write $\phi=kT/q$, with $q>0$ the elementary charge. The doping is $N_A$, the hole capture coefficient $c_p$, the oxide thickness $t_{ox}$, and the permittivities are $\varepsilon_s$ and $\varepsilon_{ox}$. Define
\begin{equation}
K=\frac{qN_A}{\varepsilon_s},\qquad \lambda^2=\frac{\varepsilon_sXt_{ox}}{\varepsilon_{ox}},\qquad B=c_pN_At_L .
\end{equation}

\paragraph{Theorem.} Let $\mathcal E_D(V)$ be the magnitude of the lateral surface field at $y=0$ in the low phase, under these assumptions.

(a) If states are pumped where $\psi<\psi_e$ and idle where $\psi>\psi_e$, with $\psi_e$ fixed and the edge $\psi=\psi_e$ at $y_e(V)$, then
\begin{equation}
\Delta N(y_e)=-\frac{1}{qfW}\,\frac{d\Delta I/dV}{dy_e/dV}
=-\frac{\mathcal E_D(V)}{qfW}\,\frac{d\Delta I}{dV}.
\label{main}
\end{equation}

(b) If capture is gradual, let $F(\psi)$ be the probability that a state captures a hole in one low phase, and let $y_V(\psi)$ be the place where the potential is $\psi$. Then
\begin{equation}
-\frac{\mathcal E_D}{qfW}\frac{d\Delta I}{dV}
=\int_0^{\psi_D}\Delta N\bigl(y_V(\psi)\bigr)\,g(\psi)\,d\psi,
\qquad g=-\frac{dF}{d\psi}.
\label{average}
\end{equation}

\section{Three lemmas}

\paragraph{Lemma 1 (cycle balance).} The capture probability and the current are
\begin{equation}
F(\psi)=1-\exp\!\left(-Be^{-\psi/\phi}\right),\qquad
I=I_S+qfW\int_0^{Y}N(y)\,F(\psi(y))\,dy ,
\label{current}
\end{equation}
with $Y$ a fixed point deep in the channel and $I_S$ independent of $V$.

\emph{Proof.} By A2 and A3 the hole density is $p=N_Ae^{-\psi/\phi}$. A state that starts the low phase filled has an electron occupation $n$ obeying $dn/dt=-c_pp\,n$, $n(0)=1$. Hence $n(t_L)=\exp(-c_ppt_L)$, and a hole has been captured with probability $1-n(t_L)=F$. The next electron comes from the channel, not from the body. Each state therefore draws the charge $qF$ from the body per cycle. Multiplication by $f$ and summation over the area $W\,dy$ give the current. $\square$

\paragraph{Lemma 2 (surface equation).} In the low phase
\begin{equation}
\psi''=\frac{\psi}{\lambda^2}+K\left(1-e^{-\psi/\phi}\right).
\label{surface}
\end{equation}

\emph{Proof.} Apply Gauss's law to a slice of the layer, per unit width and length. The lateral field is $-\psi'$, so the net flux of displacement through the side faces is $-\varepsilon_sX\psi''$. The gate lies at flat band, so the flux into the oxide is $\varepsilon_{ox}\psi/t_{ox}$. The enclosed charge is $qX(p-N_A)=-qN_AX(1-e^{-\psi/\phi})$. Thus
\begin{equation}
-\varepsilon_sX\psi''+\frac{\varepsilon_{ox}}{t_{ox}}\psi=-qN_AX\left(1-e^{-\psi/\phi}\right),
\end{equation}
and division by $-\varepsilon_sX$ gives (\ref{surface}) after the oxide term is moved to the right. $\square$

\paragraph{Lemma 3 (edge speed).} The field magnitude is a function of the local potential,
\begin{equation}
\mathcal E(\psi)^2=\frac{\psi^2}{\lambda^2}+2K\left[\psi-\phi\left(1-e^{-\psi/\phi}\right)\right],
\label{field}
\end{equation}
and for every fixed $\psi$ between 0 and $\psi_D$
\begin{equation}
y_V(\psi)=\int_\psi^{\psi_D}\frac{d\psi'}{\mathcal E(\psi')},\qquad
\frac{\partial y_V(\psi)}{\partial V}=\frac{1}{\mathcal E(\psi_D)}=\frac1{\mathcal E_D}.
\label{speed}
\end{equation}

\emph{Proof.} Multiply (\ref{surface}) by $\psi'$. Both sides are then derivatives in $y$:
\begin{equation}
\frac{d}{dy}\frac{\psi'^2}{2}=\frac{d}{dy}\left[\frac{\psi^2}{2\lambda^2}+K\left(\psi+\phi e^{-\psi/\phi}\right)\right].
\end{equation}
Deep in the channel $\psi$ and $\psi'$ vanish and the bracket equals $K\phi$. Subtracting this constant and doubling gives (\ref{field}). Since $1-e^{-x}<x$ for $x>0$, the right side of (\ref{field}) is positive for $\psi>0$. The slope therefore cannot change sign, and because $\psi$ falls from $\psi_D$ to zero, $\psi'=-\mathcal E(\psi)$. Integrating $dy=-d\psi/\mathcal E$ from the drain gives the first part of (\ref{speed}). The bias enters through the upper limit, and $d\psi_D/dV=1$ gives the second part. $\square$

Equation (\ref{surface}) does not contain $y$ explicitly. More drain bias therefore adds a piece of potential curve at the drain and pushes the rest into the channel without changing its shape. The added length is $dV/\mathcal E_D$, and every equipotential moves by it. This is why the edge speed does not depend on the capture criterion, although the edge position does.

In a real junction electrons spill over from the drain, and A2 fails in a thin layer at $y=0$. With Boltzmann statistics their density there is $(n_i^2/N_A)e^{V_{\rm bi}/\phi}$, where $n_i$ is the intrinsic density. For the example below, with $n_i=10^{16}\ \mathrm{m^{-3}}$, this is about 53 times $N_A$. Including these electrons in (\ref{surface}) raises the field at $y=0$ by 27\% at $V=0.05$ V and by 9\% at 1.0 V, but changes the edge speed by less than 2\%, because the layer keeps nearly the same thickness as the bias grows. The field to use in the theorem is therefore the one from (\ref{field}), not the junction field of a simulation that includes the electrons.

\section{Proof of the theorem}

For (a), $F$ is a step and (\ref{current}) becomes $\Delta I=qfW\int_{y_e(V)}^{Y}\Delta N\,dy$. The derivative with respect to the lower limit carries a minus sign:
\begin{equation}
\frac{d\Delta I}{dV}=-qfW\,\Delta N(y_e)\,\frac{dy_e}{dV}.
\end{equation}
Solving for $\Delta N$ and inserting $dy_e/dV=1/\mathcal E_D$ proves (\ref{main}).

For (b), let $C(y)=\int_y^{Y}\Delta N\,dy'$, so that $\Delta N=-C'$ and $C(Y)=0$. Integration by parts gives
\begin{equation}
\frac{\Delta I}{qfW}=-\int_0^{Y}C'F\,dy=C(0)F(\psi_D)+\int_0^{Y}C\,\frac{dF}{dy}\,dy .
\end{equation}
Here $dF/dy=(-g)(-\mathcal E)=g\mathcal E$ and $\mathcal E\,dy=-d\psi$. With $Y$ taken far into the channel,
\begin{equation}
\frac{\Delta I}{qfW}=C(0)F(\psi_D)+\int_0^{\psi_D}C\bigl(y_V(\psi)\bigr)g(\psi)\,d\psi .
\end{equation}
Differentiate with respect to $V$. The first term gives $-C(0)g(\psi_D)$. The upper limit of the integral gives $+C(0)g(\psi_D)$, since $y_V(\psi_D)=0$, and the two cancel. What remains comes from the motion of $y_V$:
\begin{equation}
\frac{1}{qfW}\frac{d\Delta I}{dV}=\int_0^{\psi_D}C'(y_V)\frac{1}{\mathcal E_D}\,g\,d\psi
=-\frac1{\mathcal E_D}\int_0^{\psi_D}\Delta N(y_V)\,g\,d\psi ,
\end{equation}
which is (\ref{average}). $\square$

\section{Where the edge is, and how wide}

With $u=\psi/\phi-\ln B$, Lemma 1 reads $1-F=\exp(-e^{-u})$, the Gumbel distribution. When $B\gg1$ and $Be^{-\psi_D/\phi}\ll1$, the range of $u$ may be extended to the whole line. With $t=e^{-u}$ the weight becomes $e^{-t}dt$ on $t>0$, so
\begin{equation}
\langle u\rangle=-\int_0^\infty e^{-t}\ln t\,dt=\gamma,\qquad
\langle u^2\rangle=\int_0^\infty e^{-t}\ln^2t\,dt=\gamma^2+\frac{\pi^2}{6},
\end{equation}
where $\gamma\simeq0.5772$ is Euler's constant; the integrals are $\Gamma'(1)=-\gamma$ and $\Gamma''(1)$. The edge therefore has mean potential and standard deviation
\begin{equation}
\psi_e=\phi(\ln B+\gamma),\qquad \sigma_\psi=\frac{\pi\phi}{\sqrt6}.
\label{edgepot}
\end{equation}
To leading order in the width, $y_V(\psi)-y_e\simeq-(\psi-\psi_e)/\mathcal E(\psi_e)$, and the spatial standard deviation is
\begin{equation}
w\simeq\frac{\pi\phi}{\sqrt6\,\mathcal E(\psi_e)}.
\label{width}
\end{equation}

For $\psi_e\gg\phi$ the exponential in (\ref{field}) can be dropped over the whole range from $\psi_e$ to $\psi_D$. With $P=K\lambda^2$ and $R^2=P^2+2P\phi$,
\begin{equation}
\lambda^2\mathcal E^2\simeq\psi^2+2P\psi-2P\phi=(\psi+P)^2-R^2 .
\end{equation}
Since $\int dx/\sqrt{x^2-R^2}=\operatorname{arcosh}(x/R)$, the edge position is
\begin{equation}
y_e=\lambda\left[\operatorname{arcosh}\frac{\psi_D+P}{R}-\operatorname{arcosh}\frac{\psi_e+P}{R}\right].
\label{position}
\end{equation}

Two limits show what the gate does. For $\lambda\to\infty$ the gate has no hold on the layer, $\mathcal E^2\to2K(\psi-\phi)$, and
\begin{equation}
y_e\to\sqrt{\frac{2(\psi_D-\phi)}{K}}-\sqrt{\frac{2(\psi_e-\phi)}{K}} .
\label{nogate}
\end{equation}
The first root is nearly the junction depletion width. The second is there because holes reach some way into the depletion region and have the time $t_L$ to be captured. In the opposite limit, $\psi_D+P\gg R$, $\operatorname{arcosh}x\to\ln 2x$ and the edge advances as $\lambda\ln(\psi_D+P)$. Each further step into the channel then costs a constant factor in $\psi_D+P$.

\section{Worked example}

The parameters are round: $T=300$ K, $N_A=5\times10^{22}\ \mathrm{m^{-3}}$, $V_{\rm bi}=0.90$ V, $t_{ox}=10$ nm, $X=150$ nm, relative permittivities 11.7 and 3.9, $W=10\ \mu$m, $f=10^5$ Hz, $t_L=5\ \mu$s and $c_p=10^{-15}\ \mathrm{m^3/s}$. They give $\phi=0.02585$ V, $K=7.733\times10^{13}\ \mathrm{V/m^2}$, $\lambda=67.08$ nm, $P=0.3480$ V, $B=250$ and $qfW=1.602\times10^{-19}$ A\,m. The damage peak has standard deviation $\sigma=15$ nm. The example tests the theorem inside the model: A4 and A5 are imposed, although a real device with these numbers would not satisfy them (Remarks 2 and 5). A6 is imposed as well. At the highest biases the drain field exceeds $5\times10^7$ V/m, which is comparable with the breakdown field of silicon at this doping, so in a device impact ionization could not simply be taken as absent.

From (\ref{edgepot}), $\psi_e=0.02585\,(5.521+0.577)=0.158$ V. At $V=1.0$ V, $\psi_D=1.90$ V and $R=0.373$ V, so (\ref{position}) gives
\begin{equation}
y_e=67.08\,(2.4826-0.8204)\ \mathrm{nm}=111.5\ \mathrm{nm}.
\end{equation}
The field follows from (\ref{field}):
\begin{equation}
\mathcal E_D=\sqrt{8.02\times10^{14}+2.90\times10^{14}}\ \mathrm{V/m}=3.305\times10^7\ \mathrm{V/m}.
\end{equation}

The current was obtained separately from these formulas. Equation (\ref{surface}) was solved by finite differences and Newton's method, (\ref{current}) was integrated on the same grid, and the slope was taken from a cubic spline in $V$. At 1.0 V the slope is $-22.42$ pA/V, and (\ref{main}) returns
\begin{equation}
\frac{3.305\times10^7\times22.42\times10^{-12}}{1.602\times10^{-19}}\ \mathrm{m^{-2}}=4.63\times10^{15}\ \mathrm{m^{-2}}.
\end{equation}
Other biases give the following, with densities in $10^{15}\ \mathrm{m^{-2}}$.

\begin{center}
\begin{tabular}{ccccc}
$V$ (V) & $y_e$ (nm) & slope (pA/V) & recovered & true \\
0.2 & 81.3 & $-6.21$ & 0.81 & 0.62 \\
0.6 & 98.1 & $-19.69$ & 3.32 & 3.26 \\
1.0 & 111.5 & $-22.42$ & 4.63 & 5.00 \\
1.4 & 122.6 & $-14.87$ & 3.63 & 3.89 \\
2.4 & 144.3 & $-1.82$ & 0.61 & 0.49
\end{tabular}
\end{center}

The recovered profile is too low at the top and too high in the flanks, as part (b) requires. With $s=y_V(\psi)-y_e$, expansion of (\ref{average}) to second order gives
\begin{equation}
\langle\Delta N\rangle\simeq\Delta N+\langle s\rangle\Delta N'+\tfrac12\langle s^2\rangle\Delta N''.
\label{blur}
\end{equation}
By (\ref{speed}) the distribution of $s$ does not depend on $V$. The grid solution gives $\langle s\rangle=0.4$ nm and a standard deviation of 6.2 nm; (\ref{width}) gives 6.5 nm. At the top $\Delta N''=-\Delta N/\sigma^2$, and (\ref{blur}) predicts a loss of about 9\% of the true value, against 7\% found. At 0.2 V, two standard deviations from the centre, it predicts an excess of 34\%, against 31\% found.

The misplaced peak of the opening can now be taken apart. At 1.0 V the plain depletion width $\sqrt{2\psi_D/K}$ is 222 nm. Capture inside the depletion region brings the edge to 162 nm by (\ref{nogate}), and the gate brings it to 111.5 nm. The plain map also has the wrong speed. Its field $\sqrt{2K\psi_D}=1.71\times10^7$ V/m is 0.52 of $\mathcal E_D$, which lowers the density by the same factor.

\section{When the conditions fail}

\paragraph{Remark 1 (the blind zone).} At $V=0$ the edge already lies 70.9 nm from the drain, and damage nearer than that, apart from the edge width, does not enter $\Delta I$. For a sharp edge, $\Delta I(0)/(qfW)$ counts the damage per gate width beyond $y_e(0)$ without any use of $\mathcal E_D$. Here it is $29.948\ \mathrm{pA}/(1.6022\times10^{-19}\ \mathrm{A\,m})=1.869\times10^8\ \mathrm{m^{-1}}$, out of $1.880\times10^8\ \mathrm{m^{-1}}$ in the whole peak. Little is lost because the peak was placed well outside the blind zone. A peak at the junction would be largely missed.

\paragraph{Remark 2 (charge left by stress).} Suppose that stress moves a sharp edge from $y_0(V)$ to $y_1(V)$, against A5. The fresh and stressed slopes are $-qfWN_0(y_0)\,dy_0/dV$ and $-qfWN_1(y_1)\,dy_1/dV$. The first form of (\ref{main}), used with the fresh map, then returns
\begin{equation}
\Delta N_{\rm app}(y_0)=N_1(y_1)\frac{dy_1}{dy_0}-N_0(y_0),
\label{apparent}
\end{equation}
which is not $\Delta N$. With no new states and a uniform $N_0$ there is still a current change, $qfWN_0(y_0-y_1)$.

Electrons trapped in the oxide close to the silicon, with areal density $N_{ot}(y)$, raise the local flat-band voltage by $v=qN_{ot}t_{ox}/\varepsilon_{ox}$; charge nearer the gate counts less. The oxide term in (\ref{surface}) becomes $(\psi+v)/\lambda^2$. The difference $d$ between the new and the old potential vanishes at both ends and obeys $d''=v/\lambda^2+a\,d$ with $a(y)>0$, because the right side of (\ref{surface}) increases with $\psi$. At a positive maximum $d''\le0$, while the right side is positive, so $d\le0$ everywhere. The potential is lowered and the edge moves toward the drain.

In the example, trapped electrons with a peak of $10^{15}\ \mathrm{m^{-2}}$, shaped like the damage, give $v\le0.046$ V and an edge shift of up to 1.6 nm. With $N_0=2\times10^{14}\ \mathrm{m^{-2}}$ the charge alone changes the current by up to 0.05 pA, small beside 30 pA. With damage and charge together, the fresh map puts the peak at about 113 nm, nearly two nanometres further into the channel than without the charge; the top is broad, so its exact position is sensitive to small errors in the slope. The stressed map, which here needs a numerical solution because $v$ depends on $y$, puts it back at about 111 nm. For such a fixed charge the cure is to find $N_1$ from the stressed curve and $y_1$, find $N_0$ from the fresh curve and $y_0$, and subtract at equal position.

The new interface states carry charge too. Each changes its charge by $q$ when it captures a hole, so at the damage peak the local flat-band voltage changes by $q\,\Delta N\,t_{ox}/\varepsilon_{ox}=0.23$ V during the low phase. This is five times the shift by oxide charge considered above, and it moves the edge by several nanometres. If potential and occupation are followed together through the low phase, the edge shifts by up to about 6 nm toward the drain for states that are negative when filled, and by up to about 4 nm away from it for states that are positive when empty. In both cases the peak read with the fresh map falls to about $4.0\times10^{15}\ \mathrm{m^{-2}}$, a further loss larger than the one due to the edge width. The example leaves it out. For damage this dense, the potential and the occupation of the states have to be solved together; A5 is safe only when this voltage has little effect on the edge.

\paragraph{Remark 3 (which states are counted).} Near the edge hole capture takes about as long as the low phase, so emission can compete. Let a state lie at energy $E_t$ above midgap, with equal electron and hole capture coefficients and intrinsic density $n_i$. It emits its electron to the conduction band at the rate $c_pn_ie^{E_t/kT}$. This equals $1/t_L$ at
\begin{equation}
E_t=kT\ln\frac{1}{c_pn_it_L}=0.256\ \mathrm{eV}
\end{equation}
for $n_i=10^{16}\ \mathrm{m^{-3}}$. Numerical integration of the rate equations at $\psi=\psi_e$ gives 0.430 holes per cycle for a midgap state, equal to $F(\psi_e)$ to the digits shown, but 0.093 for a state 0.30 eV above midgap. States equally far below midgap return captured holes to the valence band. The edge position (\ref{position}) thus holds for states well within about 0.25 eV of midgap. States further out need a higher hole density, so their edge lies deeper in the channel, but they are not excluded from the current. A state 0.30 eV from midgap still takes 0.98 holes per cycle deep in the channel, and its capture falls to half at $\psi\approx0.10$ V instead of 0.15 V, roughly ten nanometres further in. By (\ref{speed}) this edge moves at the same speed, so such states enter the recovered profile and are assigned to a position too near the drain.

\paragraph{Remark 4 (errors in the slope).} An error $\eta$ in $d\Delta I/dV$ becomes an error $\mathcal E_D\eta/(qfW)$ in the density. At 2.4 V, where $\mathcal E_D=5.41\times10^7$ V/m, $\eta=0.1$ pA/V gives $3.4\times10^{13}\ \mathrm{m^{-2}}$, or 6\% of the recovered value there. The same error costs less when the edge is near the drain, because $V$ and $\mathcal E_D$ are then smaller. Bias-dependent leakage that changes under stress enters in the same way, which is why A6 asks for its removal before the derivative is taken.

\paragraph{Remark 5 (thickness of the layer).} The flux into the oxide requires a vertical field $\varepsilon_{ox}\psi/(\varepsilon_st_{ox})$ at the top of the layer. If this field falls linearly to zero at the bottom, the potential changes across the layer by $\varepsilon_{ox}X\psi/(2\varepsilon_st_{ox})$. A4 needs this change to be small beside $\psi$, hence
\begin{equation}
X\ll\frac{2\varepsilon_st_{ox}}{\varepsilon_{ox}}=60\ \mathrm{nm}
\end{equation}
for the oxide of the example. With $X=150$ nm the estimated change is $2.5\,\psi$, so A4 fails. The example shows how the theorem works in the model, but its positions and densities are not predictions for a transistor of that geometry. There $y_e(V)$ should be taken from a two-dimensional solution and used in the first form of (\ref{main}), which does not use A4. It still needs a sharp edge that moves with $V$ and is not shifted by stress, complete pumping on the channel side of the edge at every bias used, and the subtraction of other currents required by A6.
